# Interband momentum elements in a nonorthogonal Bloch basis

Take a crystal of identical wells so far apart that orbitals on different wells neither overlap nor couple. Each well has two bound states, an even one \(s\) with energy \(\varepsilon_s\) and an odd one \(p\) with energy \(\varepsilon_p\). Both bands are flat, so the Hamiltonian matrix does not depend on the wave vector \(k\) and its derivative is zero. Yet light can still lift an electron from \(s\) to \(p\) inside a well, so the momentum element between the bands cannot vanish. In atomic units, with \(H=p^2/2+V(x)\) and \([x,p]=i\), the commutator \(i[H,x]=p\) gives

\[
\langle s|p|p\rangle = i\langle s|(Hx-xH)|p\rangle = i(\varepsilon_s-\varepsilon_p)\langle s|x|p\rangle .
\]

For a harmonic well of frequency \(\omega\), where \(\varepsilon_s-\varepsilon_p=-\omega\) and \(\langle s|x|p\rangle=1/\sqrt{2\omega}\), this is \(-i\sqrt{\omega/2}\). The whole element comes from a dipole between two orbitals on one site, which the \(k\)-derivatives of the Hamiltonian and overlap matrices do not contain. When the wells are brought together, those derivatives contribute as well, and the task is to find how the two kinds of term combine.

Let the orbitals \(\phi_b\) be independent of \(\mathbf k\) and centred at \(\mathbf R+\boldsymbol\tau_b\), where \(\mathbf R\) is a lattice vector. The Bloch sums are

\[
\chi_b(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_b)}\phi_b(\mathbf r-\mathbf R-\boldsymbol\tau_b).
\]

Inner products of Bloch functions are integrals over one cell. In such an integral the bra contains a sum over cells; shifting each of its terms to the home cell turns the cell integral into one over all space. Every matrix is therefore a single lattice sum, for instance

\[
S_{ab}=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_b-\boldsymbol\tau_a)}\langle \mathbf 0a|\mathbf Rb\rangle ,
\]

and \(H_{ab}\) is the same sum with \(\langle\mathbf 0a|H|\mathbf Rb\rangle\). The band states \(\psi_n=\sum_b\chi_b c_{bn}\) follow from

\[
Hc_n=\varepsilon_nSc_n,\qquad c_n^\dagger Sc_m=\delta_{nm}.
\]

Below, \(\partial\) is the derivative with respect to one Cartesian component of \(\mathbf k\); \(p\), \(r\), \(R\) and \(\tau\) denote the same component of their vectors.

The derivative is best taken on cell-periodic functions, which at all \(\mathbf k\) obey the same boundary conditions. Put

\[
w_b=e^{-i\mathbf k\cdot\mathbf r}\chi_b,\qquad u_n=\sum_b w_bc_{bn},\qquad H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}.
\]

The phases cancel in matrix elements, so \(H_{ab}=\langle w_a|H_{\mathbf k}|w_b\rangle\). Differentiating the two exponentials in \(H_{\mathbf k}\) gives

\[
\partial H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}(-irH+iHr)e^{i\mathbf k\cdot\mathbf r}
=e^{-i\mathbf k\cdot\mathbf r}\,i[H,r]\,e^{i\mathbf k\cdot\mathbf r}.
\]

For a local potential \(i[H,r]=i[p^2/2,r]=p\), and hence \(\langle u_n|\partial H_{\mathbf k}|u_m\rangle=\langle\psi_n|p|\psi_m\rangle\equiv p_{nm}\). With a nonlocal potential the commutator has a further part, and what follows would give the velocity element instead of the momentum element. The potential is taken as local from here on.

In \(H_{ab}=\langle w_a|H_{\mathbf k}|w_b\rangle\) all three factors depend on \(\mathbf k\). The product rule, solved for the wanted term, reads

\[
\langle w_a|\partial H_{\mathbf k}|w_b\rangle=\partial H_{ab}-\langle\partial w_a|H_{\mathbf k}|w_b\rangle-\langle w_a|H_{\mathbf k}|\partial w_b\rangle. \tag{1}
\]

The change of the basis functions follows from their definition,

\[
w_b=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R-\boldsymbol\tau_b)}\phi_b(\mathbf r-\mathbf R-\boldsymbol\tau_b).
\]

Each derivative brings down \(-i\) times the position measured from the orbital's own centre. Therefore

\[
\langle w_a|\partial w_b\rangle=-iD_{ab},\qquad
D_{ab}=\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_b-\boldsymbol\tau_a)}\langle\mathbf 0a|(r-R-\tau_b)|\mathbf Rb\rangle. \tag{2}
\]

This is the dipole matrix about the centre of the ket orbital. It is not Hermitian: conjugating, exchanging the labels and shifting the lattice sum shows that \(D^\dagger\) contains the same integrals with \(r-\tau_a\), the position from the centre of the bra orbital. The other inner product is the Hermitian conjugate of (2), \(\langle\partial w_a|w_b\rangle=i(D^\dagger)_{ab}\). Since \(S_{ab}=\langle w_a|w_b\rangle\), the two add up to

\[
\partial S=-iD+iD^\dagger. \tag{3}
\]

Now multiply (1) by \(c_{an}^*c_{bm}\) and sum. It is tempting to replace \(H_{\mathbf k}u_m\) by \(\varepsilon_mu_m\), but a finite basis does not in general permit this. The matrix equation makes the residual

\[
\rho_m=(H_{\mathbf k}-\varepsilon_m)u_m
\]

orthogonal to every basis function, because \(\langle w_a|\rho_m\rangle=(Hc_m-\varepsilon_mSc_m)_a=0\). It does not make \(\rho_m\) zero, nor orthogonal to \(\partial w_a\), which may point out of the basis. Define

\[
K_{nm}=\sum_ac_{an}^*\langle\partial w_a|\rho_m\rangle .
\]

The second term of (1) then becomes

\[
-\sum_a c_{an}^*\langle\partial w_a|H_{\mathbf k}|u_m\rangle=-i\varepsilon_m\,c_n^\dagger D^\dagger c_m-K_{nm}.
\]

In the third term \(H_{\mathbf k}\) acts to the left on \(u_n\), which is allowed because it is Hermitian on smooth periodic functions:

\[
-\sum_b\langle u_n|H_{\mathbf k}|\partial w_b\rangle c_{bm}=i\varepsilon_n\,c_n^\dagger Dc_m-(K^\dagger)_{nm}.
\]

Adding the pieces,

\[
p_{nm}=c_n^\dagger\left[\partial H+i\varepsilon_nD-i\varepsilon_mD^\dagger\right]c_m-K_{nm}-(K^\dagger)_{nm}.
\]

By (3), \(iD^\dagger=\partial S+iD\), and so

\[
p_{nm}=P_{nm}-K_{nm}-(K^\dagger)_{nm},\qquad
P_{nm}=c_n^\dagger\left[\partial H-\varepsilon_m\partial S+i(\varepsilon_n-\varepsilon_m)D\right]c_m. \tag{4}
\]

The matrix \(P\) is the interband counterpart of the band velocity, including the dipoles between orbitals. It equals the momentum matrix when the \(K\) terms vanish. One sufficient condition is that \(H_{\mathbf k}\) maps the span of the \(w_b\) into itself: then \(\rho_m\) lies in the span and is also orthogonal to it, so it is zero. Another is that each \(\partial w_a\) entering the states lies in the span, to which \(\rho_m\) is orthogonal. For general atomic orbitals neither condition holds, and \(P\) is an approximation whose quality depends on the basis.

For \(n=m\) the dipole term drops out and \(P_{nn}=c_n^\dagger(\partial H-\varepsilon_n\partial S)c_n\). This is the slope of the computed band, whatever the quality of the basis. To see it, differentiate the eigenproblem of a nondegenerate band:

\[
(\partial H-\varepsilon_m\partial S-\partial\varepsilon_m\,S)c_m+(H-\varepsilon_mS)\partial c_m=0. \tag{5}
\]

Multiplication by \(c_m^\dagger\) removes the last term and leaves \(\partial\varepsilon_m=P_{mm}\). The expectation value of the momentum, by contrast, is \(p_{mm}=\partial\varepsilon_m-2\,\mathrm{Re}\,K_{mm}\). The slope and the mean momentum of an approximate state can therefore differ, because the space in which the state is sought changes with \(\mathbf k\).

The same equation gives the interband element a direct meaning. Multiplying (5) by \(c_n^\dagger\) with \(n\ne m\) gives

\[
c_n^\dagger(\partial H-\varepsilon_m\partial S)c_m=-(\varepsilon_n-\varepsilon_m)\,c_n^\dagger S\,\partial c_m ,
\]

and insertion into (4), with \(-1=i\cdot i\), yields

\[
P_{nm}=i(\varepsilon_n-\varepsilon_m)\left[c_n^\dagger Dc_m+i\,c_n^\dagger S\,\partial c_m\right]. \tag{6}
\]

The bracket is \(i\langle u_n|\partial u_m\rangle\), the interband element of position. Its first part is displacement within and between the orbitals; its second part comes from the change of the expansion coefficients with \(\mathbf k\). Equation (6) is thus the relation of the opening example carried over to bands. For the isolated wells the coefficients are constant and the first part alone remains.

The opposite limit is a pair of bands approaching each other. If \(c_n^\dagger Dc_m\) stays bounded, the dipole term in (4) vanishes in proportion to the energy difference, while the terms with \(\partial H\) and \(\partial S\) can stay finite because the coefficients then change rapidly with \(\mathbf k\). Matrix derivatives alone can therefore serve close to a band crossing and fail for a transition across a wide gap.

A more symmetric form helps in reading numbers. Write \(D=\bar D+\tfrac12(D-D^\dagger)\) with \(\bar D=\tfrac12(D+D^\dagger)\). Since \(D\) measures position from the ket centre and \(D^\dagger\) from the bra centre, \(\bar D\) measures it from their midpoint. Equation (3) gives \(D-D^\dagger=i\partial S\), so the second half of \(D\) contributes \(-\tfrac12(\varepsilon_n-\varepsilon_m)\partial S\) to (4). Together with \(-\varepsilon_m\partial S\) this makes

\[
P_{nm}=c_n^\dagger\left[\partial H-\tfrac12(\varepsilon_n+\varepsilon_m)\partial S+i(\varepsilon_n-\varepsilon_m)\bar D\right]c_m. \tag{7}
\]

The three terms will be called the hopping, overlap and dipole parts. Each is a Hermitian matrix in the band indices.

Their separate values have no physical meaning, as a change of phase convention shows. Suppose the Bloch sums are formed with \(e^{i\mathbf k\cdot\mathbf R}\), without the orbital positions. Let \(T\) be the diagonal matrix of the phases \(e^{i\mathbf k\cdot\boldsymbol\tau_b}\), and let \(\tau\) also stand for the diagonal matrix of the components \(\tau_b\). Then \(c_m'=Tc_m\) and \(H'=THT^\dagger\), and because \(\partial T=i\tau T\),

\[
\partial H'=T\left[\partial H+i(\tau H-H\tau)\right]T^\dagger ,
\]

with the same rule for \(S\). The derivative of the new basis functions contains \(r-R\) instead of \(r-R-\tau_b\), hence \(D'=T(D+S\tau)T^\dagger\). Using \(Hc_m=\varepsilon_mSc_m\) on the right and \(c_n^\dagger H=\varepsilon_nc_n^\dagger S\) on the left, the added terms in (4) are

\[
i c_n^\dagger\left[\varepsilon_m\tau S-\varepsilon_nS\tau-\varepsilon_m(\tau S-S\tau)+(\varepsilon_n-\varepsilon_m)S\tau\right]c_m=0 .
\]

The full element is unchanged. If the dipole part of (7) is left out, however, the rest changes by

\[
-\tfrac{i}{2}(\varepsilon_n-\varepsilon_m)\,c_n^\dagger(\tau S+S\tau)c_m ,
\]

which is not zero in general. An interband element without dipoles thus depends on a bookkeeping choice.

A one-dimensional crystal shows the sizes involved. The lattice constant is \(4\) Å, \(G=2\pi/(4\ \text{Å})\), and the potential is

\[
V(x)=-12\cos(Gx)+3\cos(2Gx+0.5)\quad\text{eV},
\]

where the phase \(0.5\) removes inversion symmetry. All elements refer to \(k=0.3\,G=0.471\) Å\(^{-1}\). In ordinary units \(\partial H\) and energy times dipole are both in eV Å, so formula (4) gives \(\hbar p_{nm}/m\); the conversion factor is \(\hbar^2/m=7.620\) eV Å\(^2\). Diagonalization in 25 plane waves gives reference values for the two lowest bands: energies \(-4.624\) and \(5.532\) eV, diagonal elements \(0.407\) and \(-3.203\) eV Å, and interband magnitude \(6.346\) eV Å.

Consider first a small atomic-orbital basis: the two lowest harmonic-oscillator functions at \(x=0\), the lower one proportional to \(e^{-x^2/2\sigma^2}\) with \(\sigma=0.7\) Å, and one more function of this lower type at \(x=2\) Å. The integrals are done numerically on a real-space grid. The matrix formula gives \(|P_{12}|=5.805\) eV Å, whereas integrating \(\psi_1^*(-i\,d/dx)\psi_2\) with the same approximate states gives \(7.071\) eV Å. Relative to the plane-wave value the first is 8.5% too small and the second 11% too large. The discrepancy between them is the \(K\) contribution in (4). It appears on the diagonal too: the lower band has slope \(0.586\) eV Å but a directly integrated momentum of \(0.472\) eV Å.

In this basis the hopping and overlap parts alone have the magnitude \(1.682\) eV Å. With orbital positions omitted from the Bloch phases the same states give \(1.920\) eV Å, while the full formula stays at \(5.805\) eV Å.

The basis can be enlarged by adding higher oscillator functions at \(x=0\). These obey

\[
x\phi_n=\sigma\left[\sqrt{n/2}\;\phi_{n-1}+\sqrt{(n+1)/2}\;\phi_{n+1}\right],
\]

so for every function of the ladder except the highest, \(\partial w_n\) lies in the span and contributes nothing to \(K\). What remains comes from the top function and from the function at \(2\) Å. With two, four, six and eight ladder functions, the largest difference between \(P\) and the directly integrated momentum, among the elements of the lowest two bands, is \(1.3\), \(1.2\times10^{-2}\), \(4.0\times10^{-4}\) and \(3\times10^{-6}\) eV Å. With eight, both routes give \(6.346\) eV Å for the interband magnitude, in agreement with the plane waves.

Along the same sequence the part without dipoles does not approach this value: its magnitude is \(1.682\), \(1.099\), \(1.118\) and \(0.848\) eV Å. Adding functions on the same site improves the total element here, but leaves most of it in the dipole part. Other basis sets can divide it differently: between two Gaussians of equal width \(\bar D\) vanishes by symmetry, so in a basis of such functions alone, with the orbital positions included in the Bloch phases, the matrix derivatives carry the whole of \(P\).

For interpolation one wants few functions and no residual. Both are obtained by building the functions from the bands themselves. At each point of a coarse mesh of \(N\) wave vectors, take the Bloch sums \(g_a\) of the two oscillator functions at \(x=0\) and project them onto the lowest two bands:

\[
|\chi_a\rangle=\sum_{n=1}^{2}|\psi_n\rangle\langle\psi_n|g_a\rangle .
\]

No orthonormalization follows. If the two projected functions are linearly independent at every \(k\), they span the same space as the two bands. That space is mapped into itself by \(H\), so \(K=0\) and \(P=p\). Averaging the \(\chi_a\) over the mesh gives localized functions in real space, whose dipole integrals are computed on a grid. The other matrices follow from

\[
H(R)=\frac1N\sum_k e^{-ikR}H(k),\qquad S(R)=\frac1N\sum_k e^{-ikR}S(k),
\]

and lattice sums of \(H(R)\), \(S(R)\) and \(D(R)\) then provide all matrices and \(k\)-derivatives at any other \(k\).

The construction needs a gap above the chosen bands; otherwise the projector is not smooth in \(k\) and the functions need not be well localized. On a mesh of 41 points the smallest gap between the second and third bands is \(6.93\) eV. The smallest eigenvalue of \(S(k)\) there is \(0.91\), so the projected functions are far from linear dependence.

The chosen \(k\) lies on none of the meshes used. With 5, 11, 21 and 41 mesh points the largest error of \(\hbar p/m\) relative to the plane-wave values, taken over the two diagonal elements and the interband magnitude, is \(2.0\times10^{-2}\), \(5.2\times10^{-3}\), \(9.5\times10^{-6}\) and \(3\times10^{-11}\) eV Å. These are errors of interpolation within the model; the last says nothing about how well a model potential describes a material.

With 41 points, and the common phase of the states chosen to make the total real and positive, the parts of (7) in eV Å are

\[
\begin{aligned}
\text{hopping:}&\quad 0.567-0.123\,i,\\
\text{overlap:}&\quad -0.020+0.003\,i,\\
\text{dipole:}&\quad 5.799+0.120\,i.
\end{aligned}
\]

The real parts add to \(0.567-0.020+5.799=6.346\), and the imaginary parts cancel. Thus

\[
\frac{\hbar|p_{12}|}{m}=6.346\ \text{eV Å},\qquad
\frac{|p_{12}|}{\hbar}=\frac{6.346}{7.620}\ \text{Å}^{-1}=0.833\ \text{Å}^{-1}.
\]

Without the dipole part the magnitude would be \(0.560\) eV Å, or 8.8% of the full value. The strength of the transition at this \(k\) goes with the square of the element, and would come out below one hundredth of the correct one. The fraction depends on \(k\) and on the functions chosen: with the same functions the magnitude without dipoles is 32% of the full value at \(k=0.05\,G\) and 21% at the zone boundary, and with \(\sigma=0.5\) Å in the trial functions it is 11.5% at \(k=0.3\,G\).

The large dipole part can be estimated from the opening example. The dipole between the two localized functions in the same cell is \(0.577\) Å and the bands are \(5.532+4.624=10.156\) eV apart. Their product is \(5.86\) eV Å, within about 1% of the magnitude of the dipole part. Agreement this close is partly a cancellation. Weighted with the band coefficients, the home-cell dipole between the two functions contributes \(6.15\) eV Å to the real part, the diagonal home-cell dipoles \(-0.04\) eV Å and the dipoles to other cells \(-0.31\) eV Å. In terms of these two localized functions, most of the element at this \(k\) thus comes from the dipole within one cell, even though the upper band has a sizeable slope.

The estimate also shows where a tight-binding model fitted to band energies alone is incomplete. Energies fix neither \(D\) nor the real-space form of the orbitals, so two models with the same \(H(k)\) and \(S(k)\) can have different interband elements. The dipoles have to be computed from the orbitals or supplied as additional data.
